# Breit-Wigner transmission through one vacancy level between two electrodes

Let $|d\rangle$ be a localized vacancy orbital of bare energy $\varepsilon_0$, placed between a left and a right electrode, $a=L,R$. The electrode states $|ak\rangle$ have energies $\varepsilon_{ak}$, and all these states are orthonormal. The Hamiltonian is

$$
H=\varepsilon_0|d\rangle\langle d|+\sum_{ak}\varepsilon_{ak}|ak\rangle\langle ak|+W,\qquad
W=\sum_{ak}\left(V_{ak}|d\rangle\langle ak|+V_{ak}^*|ak\rangle\langle d|\right).
$$

There is no direct coupling between the electrodes, so every path from one to the other passes through the vacancy. Electrons do not interact, and vibrations and inelastic scattering are left out. This is a minimal model of a conducting filament whose narrowest part is a single vacancy; it does not describe a particular material. The transmission $T(E)$ is defined per spin. The retarded Green function is $G(E)=\langle d|(E+i\eta-H)^{-1}|d\rangle$ with $\eta\to0^+$, a limit taken after the electrodes have become infinitely long, so that their spectra are continuous.

To find $G$, write $z=E+i\eta$ and take two matrix elements of $(z-H)(z-H)^{-1}=1$. With $G_{ak}=\langle ak|(z-H)^{-1}|d\rangle$ they read

$$
(z-\varepsilon_0)G-\sum_{ak}V_{ak}G_{ak}=1,\qquad
(z-\varepsilon_{ak})G_{ak}-V_{ak}^*G=0 .
$$

The second has no further terms because an electrode state couples to the level alone. It gives $G_{ak}=V_{ak}^*G/(z-\varepsilon_{ak})$, and insertion in the first gives

$$
G(E)=\frac{1}{E-\varepsilon_0-\Sigma_L(E)-\Sigma_R(E)},\qquad
\Sigma_a(E)=\sum_k\frac{|V_{ak}|^2}{E-\varepsilon_{ak}+i0^+}.
$$

The electrodes have been eliminated without approximation; their whole effect on the level is in the two self-energies. The identity $1/(x+i0^+)=\mathcal P(1/x)-i\pi\delta(x)$ separates each into a shift and a width:

$$
\Sigma_a=\Lambda_a-\frac{i}{2}\Gamma_a,\qquad
\Lambda_a=\mathcal P\sum_k\frac{|V_{ak}|^2}{E-\varepsilon_{ak}},\qquad
\Gamma_a=2\pi\sum_k|V_{ak}|^2\delta(E-\varepsilon_{ak}).
$$

Let $\Lambda=\Lambda_L+\Lambda_R$ and $\Gamma=\Gamma_L+\Gamma_R$. The width $\Gamma_a$ is never negative, and it vanishes where electrode $a$ has no states.

Now let an electron come in from the left in the state $|Lk\rangle$, with $E=\varepsilon_{Lk}$. The scattering state that grows out of it is

$$
|\psi\rangle=|Lk\rangle+(E+i\eta-H)^{-1}W|Lk\rangle .
$$

Acting on it with $E+i\eta-H$ leaves $i\eta|Lk\rangle$, which vanishes in the limit, so $|\psi\rangle$ solves the Schrödinger equation. The retarded sign of $i\eta$ makes the added wave an outgoing one. Since $W|Lk\rangle=V_{Lk}|d\rangle$, the amplitudes on the level and on a right-hand state $|Rq\rangle$ are

$$
c_d=G(E)V_{Lk},\qquad
c_q=\frac{V_{Rq}^*}{E-\varepsilon_{Rq}+i0^+}\,c_d .
$$

The rate at which probability enters the right electrode follows from $i\hbar\dot c_q=\varepsilon_{Rq}c_q+V_{Rq}^*c_d$. In $d|c_q|^2/dt=2\,\mathrm{Re}(c_q^*\dot c_q)$ the term with the real energy $\varepsilon_{Rq}$ drops out, and $\mathrm{Re}(-iX)=\mathrm{Im}\,X$ turns the rest into

$$
J_k=\frac{2}{\hbar}\,\mathrm{Im}\sum_q c_q^*V_{Rq}^*c_d
=\frac{2}{\hbar}|c_d|^2\,\mathrm{Im}\sum_q\frac{|V_{Rq}|^2}{E-\varepsilon_{Rq}-i0^+}
=\frac{2}{\hbar}|c_d|^2\,\mathrm{Im}\,\Sigma_R^* .
$$

Because $\mathrm{Im}\,\Sigma_R^*=+\Gamma_R/2$, this is $J_k=\Gamma_R|c_d|^2/\hbar$. The flow into the contact is the occupation of the level times the escape rate $\Gamma_R/\hbar$.

The incoming states at energy $E$ are summed next. Per unit energy, the flow they send to the right is

$$
\sum_k\delta(E-\varepsilon_{Lk})J_k
=\frac{\Gamma_R}{\hbar}|G|^2\sum_k|V_{Lk}|^2\delta(E-\varepsilon_{Lk})
=\frac{\Gamma_R}{\hbar}|G|^2\,\frac{\Gamma_L}{2\pi}
=\frac{1}{h}\,\Gamma_L\Gamma_R|G|^2 .
$$

This must be compared with the flow that arrives. Take an electrode with one propagating mode and length $\ell$. Its standing waves are spaced by $\pi/\ell$ in wave number, which gives $\ell/(\pi\hbar u)$ states per unit energy, where $u$ is the group speed. Half the probability of each state belongs to the wave that moves toward the contact, so that wave has density $1/(2\ell)$ and carries the flow $u/(2\ell)$. The product is

$$
\frac{\ell}{\pi\hbar u}\,\frac{u}{2\ell}=\frac{1}{2\pi\hbar}=\frac1h ,
$$

whatever the speed or length. The ratio of transmitted to incident flow is therefore

$$
T(E)=\Gamma_L\Gamma_R|G(E)|^2
=\frac{\Gamma_L(E)\Gamma_R(E)}{\left[E-\varepsilon_0-\Lambda(E)\right]^2+\left[\Gamma(E)/2\right]^2}.
$$

The last form follows from $|G|^{-2}=|E-\varepsilon_0-\Lambda+i\Gamma/2|^2$. If an electrode has several modes, the same expression is the transmission summed over them.

Since $4\Gamma_L\Gamma_R=\Gamma^2-(\Gamma_L-\Gamma_R)^2$, dropping the first square in the denominator gives the bound

$$
T\le\frac{4\Gamma_L\Gamma_R}{\Gamma^2}=1-\left(\frac{\Gamma_L-\Gamma_R}{\Gamma}\right)^2\le1 .
$$

The first bound is reached where $E=\varepsilon_0+\Lambda(E)$, and the value one requires equal widths there as well. Weak contacts can thus transmit perfectly: they make the resonance narrow, while the balance between them sets its height. If one contact is much weaker, with widths $\Gamma_<\ll\Gamma_>$, the height falls to about $4\Gamma_</\Gamma_>$.

The formula is exact for the model, but it is not in general a Lorentzian in $E$. It is one if the shifts and widths do not depend on energy. When they vary slowly, define the resonance energy by $E_r=\varepsilon_0+\Lambda(E_r)$ and expand about it:

$$
E-\varepsilon_0-\Lambda(E)=E-E_r-\left[\Lambda(E)-\Lambda(E_r)\right]
\approx\frac{E-E_r}{Z},\qquad
Z=\frac{1}{1-\Lambda'(E_r)} .
$$

Here $\Lambda'(E_r)<1$ is assumed. Multiplying numerator and denominator of $T$ by $Z^2$, and taking the widths at $E_r$, gives the Breit-Wigner form

$$
T(E)\approx\frac{\tilde\Gamma_L\tilde\Gamma_R}{(E-E_r)^2+(\tilde\Gamma/2)^2},\qquad
\tilde\Gamma_a=Z\Gamma_a(E_r),\qquad \tilde\Gamma=\tilde\Gamma_L+\tilde\Gamma_R .
$$

Its full width at half maximum is $\tilde\Gamma$. The factor $Z$ cancels from the peak height but not from the linewidth. For smooth electrodes the leading error comes from the variation of the widths: over an interval of order $\tilde\Gamma$ they change by a fraction of order $\tilde\Gamma\,\Gamma_a'/\Gamma_a$, which is proportional to the squared coupling. The neglected curvature of $\Lambda$ gives a relative error of order $\Lambda''\tilde\Gamma$, which is of second order in the squared coupling, because $\Lambda''$ is itself proportional to it. The expansion loses accuracy when a band edge comes close to $E_r$, and it cannot be relied on when their distance is comparable with the linewidth.

The same width governs decay. An electron placed on the level at time zero has, for $t>0$, the amplitude

$$
c_d(t)=\frac{i}{2\pi}\int dE\,G(E)e^{-iEt/\hbar},\qquad
G(E)\approx\frac{Z}{E-E_r+i\tilde\Gamma/2}.
$$

Closing the contour in the lower half-plane contributes $-2\pi i$ times the residue, so $c_d(t)\approx Ze^{-iE_rt/\hbar}e^{-\tilde\Gamma t/2\hbar}$. While the pole dominates, the probability decays at the rate $\tilde\Gamma/\hbar$. At very late times the band edges leave a small remainder that decays more slowly than this exponential, as $t^{-3}$ for the chains of the example below. This holds when the coupled system has no bound state outside the bands; if it has one, a constant part of the probability stays on the level. The prefactor $Z$ need not be below one, since the pole form does not describe the earliest times, when the probability starts from one.

A definite electrode makes the self-energy explicit. Take a semi-infinite chain with site energy $c_a$ and hopping $-t_a$, whose end site couples to the level by $-v_a$. Let $g$ be the Green function of the end site and $x=E-c_a$. Removing the end site leaves an identical chain, so the elimination used above gives $g=1/(x-t_a^2g)$, or $t_a^2g^2-xg+1=0$. Inside the band, $|x|<2t_a$, the root with $\mathrm{Im}\,g<0$ is the retarded one. Since $\Sigma_a=v_a^2g$,

$$
\Lambda_a=\frac{v_a^2(E-c_a)}{2t_a^2},\qquad
\Gamma_a=\frac{v_a^2}{t_a^2}\sqrt{4t_a^2-(E-c_a)^2}.
$$

For these chains the transmission can also be found without any Green function. Count sites $n=1,2,\dots$ away from the level on each side. Let the left amplitudes be $e^{-ikn}+re^{ikn}$ and the right ones $\tau e^{iqn}$, with $E=c_L-2t_L\cos k=c_R-2t_R\cos q$ and $0<k,q<\pi$. The end-site equations differ from those of an unbroken chain in one respect: the missing site $n=0$ is replaced by the level. This requires $t_L(1+r)=v_Lc_d$ and $t_R\tau=v_Rc_d$. The equation of the level itself is

$$
(E-\varepsilon_0)c_d=-v_L\left(e^{-ik}+re^{ik}\right)-v_R\tau e^{iq}.
$$

Insert $r=v_Lc_d/t_L-1$ and $\tau=v_Rc_d/t_R$, and use $e^{-ik}-e^{ik}=-2i\sin k$:

$$
\left[E-\varepsilon_0+\frac{v_L^2}{t_L}e^{ik}+\frac{v_R^2}{t_R}e^{iq}\right]c_d=2iv_L\sin k .
$$

With $\cos k=-(E-c_L)/2t_L$, the term $-v_L^2e^{ik}/t_L$ is $\Sigma_L$, and likewise on the right, so the bracket is $1/G$ and $c_d=2iGv_L\sin k$. The widths are $\Gamma_L=2v_L^2\sin k/t_L$ and $\Gamma_R=2v_R^2\sin q/t_R$. The group speeds are proportional to $t_L\sin k$ and $t_R\sin q$, and the ratio of flows becomes

$$
T=|\tau|^2\frac{t_R\sin q}{t_L\sin k}
=\frac{v_R^2}{t_R^2}\,4v_L^2\sin^2k\,|G|^2\,\frac{t_R\sin q}{t_L\sin k}
=\Gamma_L\Gamma_R|G|^2 .
$$

The current follows by filling the incoming states. Those from the left are occupied with the Fermi function $f_L$, those from the right with $f_R$. The flow from right to left has the same $T$, because the formula is unchanged when $L$ and $R$ are exchanged. With two independent spins, the magnitude of the current is

$$
I=\frac{2e}{h}\int dE\,T(E)\left[f_L(E)-f_R(E)\right].
$$

For a small voltage $U$ the bracket is $eU(-\partial f/\partial E)$, which at zero temperature is $eU\,\delta(E-E_F)$. The linear conductance is then $\mathcal G=(2e^2/h)T(E_F)$. In the opposite limit, a bias window that contains the whole resonance, the Lorentzian has area $2\pi\tilde\Gamma_L\tilde\Gamma_R/\tilde\Gamma$ and for a narrow resonance well inside both bands the current saturates close to

$$
I_{\rm sat}=\frac{2e}{\hbar}\,\frac{\tilde\Gamma_L\tilde\Gamma_R}{\tilde\Gamma}.
$$

The two escape rates combine like conductances in series, so the weaker contact limits the current.

As an example take round model parameters, with energies measured from $E_F=0$. The level lies at $\varepsilon_0=0.30$ eV. The left chain has $c_L=-1.00$, $t_L=2.00$ and $v_L=0.40$ eV; the right one has $c_R=-0.50$, $t_R=1.50$ and $v_R=0.25$ eV. The shifts are linear in energy, with total slope

$$
\Lambda'=\frac{0.40^2}{2(2.00)^2}+\frac{0.25^2}{2(1.50)^2}=0.0200+0.0139=0.0339,
\qquad Z=\frac{1}{1-0.0339}=1.035 .
$$

At resonance the shifts are 0.0268 eV and 0.0116 eV, so $E_r=0.300+0.0268+0.0116=0.338$ eV. The widths there are $\Gamma_L=0.1508$ eV and $\Gamma_R=0.0800$ eV, with sum 0.2308 eV. The peak height is

$$
\frac{4(0.1508)(0.0800)}{(0.2308)^2}=0.906 ,
$$

short of one because the contacts are unequal. The predicted linewidth is $\tilde\Gamma=1.035\times0.2308=0.2389$ eV. The curve obtained by wave matching has a full width of 0.2387 eV, and the decay of an electron released from the level gives 0.2390 eV. Without $Z$ the prediction would be 0.2308 eV, about 3% too small. The lifetime $\hbar/\tilde\Gamma$ is 2.76 fs.

At the Fermi energy the full formula gives $T(0)=0.105$, and hence

$$
\mathcal G=77.48\ \mu\mathrm S\times0.10525=8.15\ \mu\mathrm S .
$$

One vacancy level therefore does not by itself give a conductance near $2e^2/h$; the position of the level relative to $E_F$ matters as well as the contacts. The Lorentzian gives 0.100 at the same energy, about 5% less than the full formula. The cause can be traced. Since $\Lambda$ is linear inside these bands, the variation of the widths is the whole difference between the two expressions. At $E=0$ the square roots in both widths are about 2.7% larger than at $E_r$. This raises the numerator by 5.5% and the denominator by 0.6%, which leaves 4.9%. Above the resonance the widths shrink and the sign reverses: at 0.50 eV the full value is 0.313 and the Lorentzian 0.320.

Within one linewidth of $E_r$ the largest absolute error of the Lorentzian is 0.0077 in $T$; it grows to 0.021 if $Z$ is omitted. When both squared contact hoppings are reduced to a quarter, the error falls to 0.0017. That is a factor of 4.6, near the factor of four expected at leading order.

For a finite bias, hold the level and the bands fixed and fill the electrodes to 0.60 eV on the left and 0 on the right, with a thermal energy of 0.05 eV. The integral over $T$ gives 19.3 μA. The saturation formula gives an upper scale for comparison. Since $2e^2/\hbar=2\pi(2e^2/h)$,

$$
I_{\rm sat}=2\pi\,(77.48\ \mu\mathrm S)\,\frac{0.1561\times0.0828}{0.2389}\ \mathrm V=26.3\ \mu\mathrm A .
$$

This value is good only to leading order in the squared coupling. The full $T$ integrated over the whole common band, from $-3.5$ to $2.5$ eV, gives 25.2 μA, so the formula is 4.6% too high. The correction is of the same order as $Z-1$, and $Z$ does not improve this estimate: the bare widths give 25.4 μA. The window from 0 to 0.60 eV cuts off both tails of the Lorentzian. At zero temperature the fraction of its area inside is

$$
\frac1\pi\left[\arctan\frac{0.600-0.338}{0.1194}+\arctan\frac{0.338}{0.1194}\right]=0.756 ,
$$

which gives about 19.9 μA. This lies 3% above the full integral, almost entirely because the estimate leaves out the thermal smearing. The variation of the widths matters little here, since its effects below and above the resonance nearly cancel: at zero temperature the full formula also gives 19.9 μA. The factor $1/h$ was tested separately: two finite filled chains were joined to an empty level, and the current that developed before echoes returned from the far ends was also 19.3 μA. The numerical output lists the two computed currents, from the integral and from the time evolution.

The assumptions limit what may be read into such numbers. If adding a second electron to the vacancy costs an energy comparable with $\Gamma$ or larger, the two spins are no longer independent, and neither the factor of two nor the single-particle $G$ can be relied on. If the electrodes also couple directly, the two paths interfere, and the direct coupling also changes the shift and width of the level. The product $\Gamma_L\Gamma_R|G|^2$ is then no longer the whole transmission, and the scattering problem must be solved with both couplings present. Under a large bias the level and the electrode bands generally move with the potential, so $T$ must be recalculated at each voltage. Finally, if either electrode has no states at energy $E$, its width is zero and the transmission vanishes there, however close $E$ is to the level.

## Values computed for the example and the checks

```
bare level above Fermi energy: 0.30 eV
left band centre, hopping t, contact hopping v: -1.00, 2.00, 0.40 eV
left shift Lambda at resonance: 0.02677 eV
left width Gamma at resonance: 0.15078 eV
right band centre, hopping t, contact hopping v: -0.50, 1.50, 0.25 eV
right shift Lambda at resonance: 0.01164 eV
right width Gamma at resonance: 0.08001 eV
resonance energy E_r: 0.33841 eV
total width Gamma at resonance: 0.23079 eV
factor Z: 1.03508 (no unit)
renormalized left width: 0.15607 eV
renormalized right width: 0.08282 eV
renormalized total width Z Gamma: 0.23889 eV
linewidth from wave matching: 0.23873 eV
decay rate times hbar, time evolution: 0.23902 eV
lifetime hbar/(Z Gamma): 2.755 fs
peak from widths: 0.90599 (no unit)
peak from wave matching: 0.90599 (no unit)
E (eV) | T Green function | T wave matching | T Lorentzian
0.0000 | 0.10525 | 0.10525 | 0.10036
0.2000 | 0.39225 | 0.39225 | 0.38670
0.3384 | 0.90599 | 0.90599 | 0.90599
0.5000 | 0.31292 | 0.31292 | 0.32012
0.8000 | 0.05092 | 0.05092 | 0.05686
largest Lorentzian error within Z Gamma: 0.00770 (no unit)
same error if Z is omitted: 0.02078 (no unit)
same error, v^2 reduced to a quarter: 0.00167 (no unit)
conductance quantum 2e^2/h: 77.4809 microsiemens
zero-temperature linear conductance: 8.1548 microsiemens
current example mu_L, mu_R, kT: 0.60, 0.00, 0.05 eV
current from transmission: 19.323 microampere
current from time evolution: 19.323 microampere
```
